\section*{Near-dependent basis functions in H$_2$: SCF noise floor and removal cost, part 1}

(Sections cited here and not found follow in the second part.)

\section{The decision}

An SCF run in a large or diffuse basis stops improving: the orbital gradient falls for some iterations and then wanders at a level above the convergence threshold. The smallest overlap eigenvalue $s_{\min}$ is very small. One must choose between loosening the threshold, changing the mixing scheme, and deleting the near-null combinations of basis functions, which raises the energy by an amount not known in advance. The choice depends on how the noise floor scales with $s_{\min}$ and on what the deleted functions contribute. Both are worked out below for H$_2$, the floor exactly within a linear noise model and to order of magnitude for true rounding.

\section{The exercise}

Hartree atomic units are used throughout. The system is H$_2$ in closed-shell Hartree--Fock theory with real orbitals and nuclei $A$, $B$ at distance $R=1.4$. Each atom carries four normalized $s$ Gaussians with chosen exponents $5.0$, $\alpha e^{t/2}$, $\alpha e^{-t/2}$, $0.15$ and $\alpha=0.5$, so there are eight functions. With $S=U s\,U^T$, where $s$ is diagonal with entries $s_k$ and $U$ has columns $u_k$, define $X=Us^{-1/2}$, so that $X^TSX=1$, and $F'=X^TFX$. Orbitals are $c_p=Xy_p$ with orthonormal $y_p$ (components $y_{kp}$) and energies $\varepsilon_p$; $p=0$ is occupied and $a,b$ label virtuals. Then
\begin{align}
P&=2c_0c_0^T,\qquad F_{\mu\nu}=H_{\mu\nu}+\sum_{\lambda\sigma}P_{\lambda\sigma}\left[(\mu\nu|\lambda\sigma)-\tfrac12(\mu\lambda|\nu\sigma)\right],\\
E&=\tfrac12\sum_{\mu\nu}P_{\mu\nu}(H_{\mu\nu}+F_{\mu\nu})+\frac1R .
\end{align}
The iteration is the plain Roothaan one: build $F$, diagonalize $F'$, occupy the lowest eigenvector. It counts as converged when $g=|F'y_0-y_0(y_0^TF'y_0)|<10^{-8}$; since $1-y_0y_0^T$ projects on the virtual space, $g^2=\sum_a(F'_{a0})^2$.

(a) Find the integrals and the two small overlap eigenvalues as $t\to0$. (b) Show that an error $\delta F$ in the Fock matrix can appear in $F'$ enlarged by $1/s_{\min}$ and no more. (c) Find the floor of $g$ when $\delta F$ is fresh noise at every build. (d) Find the error that pushes a spurious orbital below $\varepsilon_0$. (e) Estimate the floor produced by double-precision rounding. (f) Discard all $s_k<\tau=10^{-6}$ and find the new floor and the energy cost.

\section{Hints}

(a) Rotate each close pair into its sum and difference, expand in $t$, and eliminate the large block of the eigenvalue equation. (b) The norm of a symmetric matrix is its largest absolute Rayleigh quotient. (c) The gradient noise is $c_a^T\delta F\,c_0$, so it contains one virtual and one occupied vector; use $\sum_pc_pc_p^T=S^{-1}$, and remember that the orbitals of iteration $n$ carry the noise of iteration $n-1$. (d) A rank-one perturbation has a secular equation, and inversion symmetry removes one term from it. (e) A floating-point sum has an error set by its largest terms, not by its result. (f) Ask which function the normalized near-null combination tends to as $t\to0$.

\section{Solution}

\subsection{Integrals}

Let $g_{a,\mathbf A}=N_ae^{-a|\mathbf r-\mathbf A|^2}$ with $N_a=(2a/\pi)^{3/4}$. Completing the square gives $a|\mathbf r-\mathbf A|^2+b|\mathbf r-\mathbf B|^2=p|\mathbf r-\mathbf R_p|^2+\mu d^2$ with $p=a+b$, $\mu=ab/p$, $\mathbf R_p=(a\mathbf A+b\mathbf B)/p$ and $d=|\mathbf A-\mathbf B|$. A product of two functions is therefore $k_{ab}e^{-p|\mathbf r-\mathbf R_p|^2}$ with $k_{ab}=N_aN_be^{-\mu d^2}$, and
\begin{equation}
S_{ab}=k_{ab}\left(\frac{\pi}{p}\right)^{3/2}=\left(\frac{2\sqrt{ab}}{a+b}\right)^{3/2}e^{-\mu d^2}.
\label{eq:S}
\end{equation}
For the kinetic energy, $-\tfrac12\nabla^2e^{-br_B^2}=(3b-2b^2r_B^2)e^{-br_B^2}$. The mean of $r_B^2$ over the product Gaussian is $3/(2p)+|\mathbf R_p-\mathbf B|^2=3/(2p)+a^2d^2/p^2$, so
\begin{equation}
T_{ab}=\left(3b-\frac{3b^2}{p}-\frac{2a^2b^2d^2}{p^2}\right)S_{ab}=\mu(3-2\mu d^2)S_{ab},
\end{equation}
because $3b(p-b)/p=3\mu$. For the Coulomb integrals write $1/r=(2/\sqrt\pi)\int_0^\infty e^{-v^2r^2}dv$ and apply the product rule again, with $\ell=|\mathbf R_p-\mathbf C|$:
\begin{equation}
\int\frac{e^{-p|\mathbf r-\mathbf R_p|^2}}{|\mathbf r-\mathbf C|}d^3r=\frac{2}{\sqrt\pi}\int_0^\infty\left(\frac{\pi}{p+v^2}\right)^{3/2}e^{-pv^2\ell^2/(p+v^2)}dv=\frac{2\pi}{p}F_0(p\ell^2).
\label{eq:V}
\end{equation}
The last step uses $w^2=v^2/(p+v^2)$, for which $dv=\sqrt p\,(1-w^2)^{-3/2}dw$ and $(p+v^2)^{-3/2}=p^{-3/2}(1-w^2)^{3/2}$; the factors of $1-w^2$ cancel and leave the Boys function $F_0(x)=\int_0^1e^{-xw^2}dw=\tfrac12\sqrt{\pi/x}\,\mathrm{erf}\sqrt x$. The nuclear attraction is $-k_{ab}$ times \eqref{eq:V}, summed over both protons. For the repulsion of two product Gaussians $(p,\mathbf R_p)$ and $(q,\mathbf R_q)$, integrating over $\mathbf r_1$ at fixed $\mathbf r=\mathbf r_1-\mathbf r_2$ gives $(\pi/(p+q))^{3/2}e^{-\rho|\mathbf r-(\mathbf R_p-\mathbf R_q)|^2}$ with $\rho=pq/(p+q)$, and \eqref{eq:V} with $\mathbf C=0$ supplies $2\pi/\rho$:
\begin{equation}
(ab|cd)=k_{ab}k_{cd}\frac{2\pi^{5/2}}{pq\sqrt{p+q}}F_0\!\left(\rho|\mathbf R_p-\mathbf R_q|^2\right).
\end{equation}
These formulas were evaluated in 50-digit arithmetic and differ from a standard double-precision integral code by at most $2.5\times10^{-14}$. The integrals were also transformed to the basis $X$ at 50 digits and only then rounded. In that orthonormal basis nothing is large, so an ordinary SCF on these integrals gives reference results, called $E_{\rm full}$, free of the trouble under study.

\subsection{The small overlap eigenvalues}

For the pair $g_\pm$ with exponents $\alpha e^{\pm t/2}$ on one atom, $2\sqrt{ab}/(a+b)=1/\cosh(t/2)$, so $S_{\rm pair}=\cosh(t/2)^{-3/2}=(1+t^2/8+\dots)^{-3/2}$ and $1-S_{\rm pair}\approx3t^2/16$. The unit vector for $(g_+-g_-)/\sqrt2$ has Rayleigh quotient $1-S_{\rm pair}$, hence $s_{\min}\le1-S_{\rm pair}$. This is only a bound, because the other functions represent part of the difference.

Let $g'=\alpha\,\partial g/\partial\alpha$. Since $g_\pm=g\pm\frac t2g'+\frac{t^2}{8}g''\pm\dots$ in the variable $\ln\alpha$,
\begin{equation}
\frac{g_++g_-}{\sqrt2}=\sqrt2\,g+O(t^2),\qquad\frac{g_+-g_-}{\sqrt2}=\frac{t}{\sqrt2}\,g'+O(t^3).
\end{equation}
This change of basis is orthogonal, so it keeps the eigenvalues of $S$. Call the six functions with exponents $5.0$, $0.5$, $0.15$ on both atoms the parent basis, with overlap matrix $A$; let $B$ ($6\times2$) hold the overlaps of parents with $g'_A,g'_B$ and $D$ ($2\times2$) those among $g'_A,g'_B$. With $\Lambda$ diagonal, equal to $\sqrt2$ for the two $\alpha$ functions and $1$ otherwise, the rotated overlap has blocks $\bar A=\Lambda A\Lambda$, $t\bar B=t\Lambda B/\sqrt2$ and $t^2\bar D=t^2D/2$, each with relative corrections $O(t^2)$. For an eigenvector $(v,w)$,
\begin{equation}
(\bar A-s)v+t\bar Bw=0,\qquad t\bar B^Tv+t^2\bar Dw=sw .
\end{equation}
The first equation gives $v=-t(\bar A-s)^{-1}\bar Bw$, and the second becomes $t^2[\bar D-\bar B^T(\bar A-s)^{-1}\bar B]w=sw$. For the small roots $s=O(t^2)$ can be dropped beside $\bar A$, and $\Lambda$ cancels in $\bar B^T\bar A^{-1}\bar B=\tfrac12B^TA^{-1}B$. With the Schur complement $Z=D-B^TA^{-1}B$, which is the Gram matrix of the parts of $g'_A,g'_B$ outside the parent space, and $Z_{AA}=Z_{BB}$ by symmetry,
\begin{equation}
s_{g,u}=\kappa_{g,u}t^2\,[1+O(t^2)],\qquad\kappa_{g,u}=\tfrac12(Z_{AA}\pm Z_{AB}),
\end{equation}
for $w=(1,\pm1)/\sqrt2$, gerade and ungerade. In the original basis these eigenvectors have four components close to $\pm\frac12$.

The entries follow from $L=\ln S_{ab}$ of \eqref{eq:S}. Using $\partial\mu/\partial a=b^2/p^2$ and $\partial(b^2/p^2)/\partial b=2ab/p^3$,
\begin{equation}
L_a\equiv a\partial_aL=\frac34-\frac{3a}{2p}-\frac{ab^2d^2}{p^2},\qquad L_{ab}\equiv b\partial_bL_a=\frac{3ab}{2p^2}-\frac{2a^2b^2d^2}{p^3},
\end{equation}
and $B=SL_a$, $D=S(L_aL_b+L_{ab})$. Here $a$ is the exponent of the differentiated function. The entries of $D$ have $a=b=\alpha$. On one centre this gives $L_a=L_b=\tfrac34-\tfrac34=0$, $L_{ab}=3/8$ and $D_{AA}=3/8$; the one-centre entries of $B$ with the exponents $5.0$ and $0.15$ have $a\ne b$ and do not vanish. Across the bond $p=1$, $d^2=1.96$, $L_a=L_b=-0.125\times1.96=-0.245$, $L_{ab}=0.375-0.245=0.130$, and $D_{AB}=e^{-0.49}(0.060025+0.130)=0.116414$. Solving the $6\times6$ system numerically gives $Z_{AA}=0.090641$ and $Z_{AB}=0.027642$, so $\kappa_g=0.059141$ and $\kappa_u=0.031500$ (rounded from the unrounded $Z$). The 50-digit eigenvalues are:
\begin{center}
\begin{tabular}{llll}
$t$ & $s_u=s_{\min}$ & $s_g$ & $s_3$\\
$10^{-1}$ & $3.10823\times10^{-4}$ & $5.87567\times10^{-4}$ & $0.062697$\\
$10^{-2}$ & $3.14955\times10^{-6}$ & $5.91374\times10^{-6}$ & $0.062301$\\
$10^{-3}$ & $3.14996\times10^{-8}$ & $5.91413\times10^{-8}$ & $0.062297$\\
$10^{-4}$ & $3.14997\times10^{-10}$ & $5.91413\times10^{-10}$ & $0.062297$
\end{tabular}
\end{center}
The pair estimate $3/16=0.1875$ exceeds $\kappa_u$ by a factor of about six: inspecting pairwise overlaps understates the dependence.

The column $u_g/\sqrt{s_g}$ of $X$ describes a normalized function, and as $t\to0$ it tends to the normalized part of $g'_A+g'_B$ outside the parent space. This is an ordinary, useful function; only its representation, as a difference of nearly equal functions with coefficients of order $1/t$, is bad. Accordingly $E_{\rm full}$ has a limit: it is $-1.119456995$, $-1.119456283$ and $-1.119456276$ for $t=10^{-2},10^{-3},10^{-4}$, with steps $7.1\times10^{-7}$ and $7\times10^{-9}$ that shrink as $t^2$. These are energies of the model basis, not converged values for H$_2$: the cc-pVQZ basis gives $-1.133459$, lower by $0.014$, and $\varepsilon_0=-0.59463$ instead of $-0.59375$.

\subsection{Amplification in the orthogonal basis}

A symmetric error $\delta F$ becomes $\delta F'=X^T\delta F\,X$, with elements
\begin{equation}
\delta F'_{kl}=\frac{u_k^T\delta F\,u_l}{\sqrt{s_ks_l}} .
\end{equation}
For a unit vector $y$, $|y^T\delta F'y|=|(Xy)^T\delta F(Xy)|\le\|\delta F\|_2|Xy|^2$, and $|Xy|^2=\sum_ky_k^2/s_k\le1/s_{\min}$ because $U$ preserves length. Maximizing over $y$,
\begin{equation}
\|\delta F'\|_2\le\frac{\|\delta F\|_2}{s_{\min}} .
\label{eq:bound}
\end{equation}
The bound is reached: $\delta F=\lambda u_ku_k^T$ has norm $|\lambda|$, and $X^Tu_k=e_k/\sqrt{s_k}$ with $e_k$ the $k$-th unit vector, so $\delta F'=(\lambda/s_k)e_ke_k^T$. Every Rayleigh quotient of $F'$ moves by at most $\|\delta F'\|_2$, and the eigenvalues are min--max values of these quotients, so no orbital energy moves by more than \eqref{eq:bound}; this is Weyl's inequality.

For typical sizes take a noise model: $\delta F$ symmetric, Gaussian, zero mean, independent elements with variance $\sigma^2$ off the diagonal and $2\sigma^2$ on it. This is what symmetrizing a matrix of independent errors produces, and it reads $\langle\delta F_{\mu\nu}\delta F_{\lambda\sigma}\rangle=\sigma^2(\delta_{\mu\lambda}\delta_{\nu\sigma}+\delta_{\mu\sigma}\delta_{\nu\lambda})$. Contracting with $a_\mu b_\nu c_\lambda d_\sigma$,
\begin{equation}
\langle(a^T\delta F\,b)(c^T\delta F\,d)\rangle=\sigma^2\left[(a\cdot c)(b\cdot d)+(a\cdot d)(b\cdot c)\right].
\label{eq:cov}
\end{equation}
The dot products are Euclidean, not weighted with $S$. Setting all four vectors to $u_k/\sqrt{s_k}$ gives rms $\delta F'_{kk}=\sqrt2\sigma/s_k$. Setting them to $c_p$, with the first-order shift $\delta\varepsilon_p=c_p^T\delta F\,c_p$, gives
\begin{equation}
\text{rms}\;\delta\varepsilon_p=\sqrt2\,\sigma|c_p|^2,\qquad|c_p|^2=\sum_k\frac{y_{kp}^2}{s_k}.
\end{equation}
Each orbital has its own amplification. At $t=10^{-3}$, $1/s_{\min}=3.1746\times10^7$; the worst orbital is the virtual $p=5$ at $2.13082$, with $|c_5|^2=2.0150\times10^7$. The occupied orbital is gerade, so its weight on $u_u$ vanishes, while its weight on $u_g$ is $y_g=0.05147$; thus $|c_0|^2\approx0.05147^2/(5.91413\times10^{-8})=4.479\times10^4$, in agreement with the computed $4.4791\times10^4$. Applying $1/s_{\min}$ to the occupied level overestimates its noise about 700 times. Sampling a few thousand random $\delta F$ and diagonalizing gave ratios of measured to predicted rms of $0.997$, $0.996$ and $0.997$ for $F'_{11}$, $\varepsilon_0$ and $\varepsilon_5$; the largest sampled value of $\|\delta F'\|_2s_{\min}/\|\delta F\|_2$ was $0.888$, below one as \eqref{eq:bound} requires.

\subsection{The gradient floor}

The noise in the gradient is $e_a=c_a^T\delta F\,c_0$, and \eqref{eq:cov} gives its covariance
\begin{equation}
\Gamma_{ab}=\sigma^2\left[(c_a\cdot c_b)|c_0|^2+(c_a\cdot c_0)(c_b\cdot c_0)\right].
\end{equation}
Because the $y_p$ are a complete orthonormal set, $\sum_pc_pc_p^T=XX^T=S^{-1}$. Hence $\sum_a|c_a|^2=\mathrm{tr}\,S^{-1}-|c_0|^2$ and $\sum_a(c_a\cdot c_0)^2=c_0^TS^{-1}c_0-|c_0|^4$, with $c_0^TS^{-1}c_0=|X^TXy_0|^2=\sum_ky_{k0}^2/s_k^2$ since $X^TX=s^{-1}$. Therefore
\begin{equation}
\mathrm{tr}\,\Gamma=\sigma^2\Big[|c_0|^2\,\mathrm{tr}\,S^{-1}+\sum_k\frac{y_{k0}^2}{s_k^2}-2|c_0|^4\Big].
\label{eq:tr}
\end{equation}
At $t=10^{-3}$ the three terms are $4.4791\times10^4\times4.8655\times10^7=2.1793\times10^{12}$, $0.05147^2/(5.91413\times10^{-8})^2=7.574\times10^{11}$ and $-4.0\times10^9$. The sum is $2.9327\times10^{12}$ and its root is $1.7125\times10^6$, the computed value. One factor $s^{-1/2}$ comes from the virtual side and is always present. The other comes from $|c_0|\approx y_g/\sqrt{s_g}$ and is present only because the occupied orbital uses a near-null direction. The statement that the gradient noise scales as $1/s_{\min}$ holds under that condition, with a prefactor proportional to $y_g$.

The measured $g$ also contains the displacement left by the previous noisy diagonalization. Write the current orbitals as $c_0+\sum_bx_bc_b$ and $c_a-x_ac_0$ relative to the converged ones and keep first order in $x$ and $e$. The density changes by $\delta P=2\sum_bx_b(c_bc_0^T+c_0c_b^T)$. Inserting the two terms into the Fock formula,
\begin{equation}
\delta F_{a0}=\sum_b2x_b\left[2(a0|b0)-\tfrac12(ab|00)-\tfrac12(a0|0b)\right]=\sum_bK_{ab}x_b,
\end{equation}
with $K_{ab}=3(a0|b0)-(ab|00)$ for real orbitals. The converged Fock matrix, taken between the rotated orbitals, contributes $\varepsilon_ax_a-x_a\varepsilon_0$. With $\Delta=\mathrm{diag}(\varepsilon_a-\varepsilon_0)$ the gradient vector at build $n$ is $(\Delta+K)x_n+e_n$. In the converged orbitals the matrix to be diagonalized is $\mathrm{diag}(\varepsilon_p)$ plus a perturbation with $a0$ elements $(Kx_n+e_n)_a$, and first-order perturbation theory gives
\begin{equation}
x_{n+1}=-\Delta^{-1}(Kx_n+e_n)=Mx_n-\Delta^{-1}e_n,\qquad M=-\Delta^{-1}K .
\end{equation}
The displacement $x_n$ depends only on earlier noise, so $\langle x_ne_n^T\rangle=0$, and the stationary covariance $\Sigma=\langle xx^T\rangle$ obeys the discrete Lyapunov equation $\Sigma=M\Sigma M^T+\Delta^{-1}\Gamma\Delta^{-1}$. Iterating it gives $\Sigma=\sum_{m\ge0}M^m\Delta^{-1}\Gamma\Delta^{-1}(M^T)^m$, which converges when the spectral radius of $M$ is below one; here it is $0.286$. The cross term in $g^2$ vanishes for the same reason, so
\begin{equation}
\langle g^2\rangle=\mathrm{tr}\left[(\Delta+K)\Sigma(\Delta+K)^T\right]+\mathrm{tr}\,\Gamma\;\ge\;\mathrm{tr}\,\Gamma .
\label{eq:floor}
\end{equation}
In the limit $K=0$ the gradient is $e_n-e_{n-1}$ and $\langle g^2\rangle=2\,\mathrm{tr}\,\Gamma$. For H$_2$ at $t=10^{-3}$ the Lyapunov solution gives floor$/\sigma=2.2868\times10^6$, which is $2.2868/1.7125=1.335$ times the direct term, somewhat below $\sqrt2$.

The prediction was tested by running the full nonlinear iteration on the reference integrals with noise $\sigma=10^{-12}$ added in the atomic-orbital basis at every build:
\begin{center}
\begin{tabular}{llll}
$t$ & predicted & simulated & floor$\,\cdot s_{\min}/\sigma$\\
$10^{-1}$ & $2.343\times10^{-10}$ & $2.333\times10^{-10}$ & $0.0728$\\
$10^{-2}$ & $2.287\times10^{-8}$ & $2.266\times10^{-8}$ & $0.0720$\\
$10^{-3}$ & $2.287\times10^{-6}$ & $2.279\times10^{-6}$ & $0.0720$
\end{tabular}
\end{center}
The simulated product floor $\times\,s_{\min}$ changes by a factor $1.006$ between the last two rows. At fixed $\sigma$ the floor is $0.072\,\sigma/s_{\min}$. The linearization needs $\sigma/s_{\min}$ small beside the gaps $\Delta$; the case $t=10^{-4}$, predicted at $2.287\times10^{-4}$, was not simulated.

An error that is the same at every build, such as a rounding error in stored integrals, is not of this kind. As long as it stays small in the basis $X$, it defines a slightly different problem with its own fixed point, where $g$ vanishes. It then biases the answer without stalling the iteration, so convergence does not show that the integrals were accurate enough. The condition matters: a transformed repulsion integral contains four columns of $X$, so its error can be enlarged by up to $1/s_{\min}^2$. Once the enlarged error is no longer small, the altered problem need not resemble the original one, and the iteration may fail.

We have found the integrals and the small overlap eigenvalues, shown that a Fock-matrix error can be enlarged by $1/s_{\min}$ and no more, and derived the gradient floor for fresh noise of fixed size, which simulation confirms for $t=10^{-1}$ to $10^{-3}$. It remains to find the error that brings a spurious orbital below $\varepsilon_0$, the floor set by double-precision rounding, and the new floor and energy cost when the near-null combinations are discarded.
